\section*{Critical Thickness of a Strained Wetting Film Against Rippling}

\section{Problem}

A coherent film of mean thickness $h$ covers a deep substrate. The flat film has a biaxial elastic strain of magnitude $m$ imposed by the misfit. Film and substrate have the same isotropic elastic constants, Young modulus $Y$ and Poisson ratio $\nu$. The surface energy is $\gamma$, independent of orientation. Contact with the substrate adds the wetting energy
\begin{equation}
W(h)=\Delta\,e^{-h/\delta},\qquad \Delta,\delta>0,
\end{equation}
per unit projected area. Thickness is a continuous variable, the film is laterally unlimited, and dislocations and surface stress are left out.

The surface is given a ripple $\eta(x)=\varepsilon\cos kx$, which conserves volume. To second order in $\varepsilon$ the elastic energy per area changes by $-ak\varepsilon^2/4$, which defines the elastic driving coefficient $a>0$.

\begin{enumerate}
\item Up to which thickness $h_c$ is the flat film stable against infinitesimal ripples, and when does a positive $h_c$ exist?
\item Express $a$ through $Y$, $\nu$ and $m$.
\item Evaluate $h_c$ for the model values $Y=0.80$ eV/\AA$^3$, $\nu=0.25$, $m=0.040$, $\gamma=0.080$ eV/\AA$^2$, $\Delta=0.020$ eV/\AA$^2$ and $\delta=2.0$ \AA.
\end{enumerate}

The algebra is in atomic units; the formulas hold in any consistent units.

\section{A tempting solution}

Angle brackets denote the average over a period. Since $\langle\eta'^2\rangle=k^2\varepsilon^2/2$, the surface energy changes by
\begin{equation}
\gamma\left\langle\sqrt{1+\eta'^2}-1\right\rangle
\simeq\frac{\gamma}{2}\langle\eta'^2\rangle=\frac{\gamma k^2\varepsilon^2}{4}.
\end{equation}
In the wetting energy the linear term vanishes because $\langle\eta\rangle=0$, and $\langle\eta^2\rangle=\varepsilon^2/2$ gives
\begin{equation}
\langle W(h+\eta)-W(h)\rangle\simeq\frac{W''(h)\,\varepsilon^2}{4},
\qquad W''(h)=\frac{\Delta}{\delta^2}e^{-h/\delta}.
\end{equation}
With the elastic part, the total change per area is
\begin{equation}
F=\frac{\varepsilon^2}{4}\,C(k),\qquad C(k)=\gamma k^2-ak+W''(h).
\label{eq:C}
\end{equation}

Now a wave number is needed. Let the surface evolve by surface diffusion. The chemical potential per unit volume is $\mu=\delta F/\delta\eta=C\eta$, the current is $-M\,\partial_x\mu$ with mobility $M>0$, and conservation of matter gives
\begin{equation}
\dot\varepsilon=-Mk^2C(k)\,\varepsilon .
\label{eq:rate}
\end{equation}
Without wetting, the growth rate is $M(ak^3-\gamma k^4)$. Its maximum follows from $3ak^2=4\gamma k^3$, so the fastest ripple has $k_f=3a/(4\gamma)$. This is the ripple that the stress wants to produce, so the film should be stable as long as wetting suppresses it. Setting $C(k_f)=0$ gives
\begin{equation}
W''=ak_f-\gamma k_f^2=\frac{3a^2}{4\gamma}-\frac{9a^2}{16\gamma}=\frac{3a^2}{16\gamma},
\end{equation}
and therefore
\begin{equation}
h_f=\delta\ln\frac{16\,\gamma\Delta}{3a^2\delta^2}.
\label{eq:wrong}
\end{equation}

\section{Where it fails}

Equations \eqref{eq:C} and \eqref{eq:rate} are sound. The fault is the choice of $k_f$. Stability requires $C(k)>0$ for every $k$, because any ripple with $C<0$ grows. The ripple $k_f$ wins the race when wetting is absent, where the factor $k^2$ in \eqref{eq:rate} favours short waves. That factor changes how fast a ripple grows or decays, but not the sign of its rate. The first ripple to become unstable is the one that minimizes $C(k)$, and it is longer than the ripple $k_f$.

At the thickness \eqref{eq:wrong} the film is already unstable. Inserting $W''=3a^2/(16\gamma)$ in \eqref{eq:C} and factoring gives
\begin{equation}
C(k)=\gamma\left(k-\frac{a}{4\gamma}\right)\left(k-\frac{3a}{4\gamma}\right),
\end{equation}
which is negative for all $k$ between $a/(4\gamma)$ and $3a/(4\gamma)$. The chosen ripple is the upper edge of this unstable band.

\section{Correct solution}

\subsection{The threshold}

Completing the square in \eqref{eq:C},
\begin{equation}
C(k)=\gamma(k-k_c)^2+W''(h)-\frac{a^2}{4\gamma},\qquad k_c=\frac{a}{2\gamma}.
\label{eq:square}
\end{equation}
The minimum lies at $k_c$. It is positive if $W''(h)>a^2/(4\gamma)$, and the threshold condition is
\begin{equation}
\frac{\Delta}{\delta^2}e^{-h_c/\delta}=\frac{a^2}{4\gamma}.
\end{equation}
Solving for the exponential and taking the logarithm,
\begin{equation}
\boxed{\,h_c=\delta\ln\frac{4\gamma\Delta}{a^2\delta^2}\,}
\label{eq:hc}
\end{equation}
Since $W''$ falls with $h$, the flat film is linearly stable for $h<h_c$ and unstable for $h>h_c$. To second order, a general small perturbation is a sum of independent ripples, and by isotropy their direction is immaterial, so no other small perturbation lowers the threshold.

A positive $h_c$ requires $4\gamma\Delta>a^2\delta^2$. Otherwise this model has no stable flat film of any thickness. Comparison with \eqref{eq:wrong} gives $h_f-h_c=\delta\ln(4/3)$: the tempting solution overestimates the stable thickness.

Each term in \eqref{eq:C} has its own range. Surface energy stabilizes short waves and wetting stabilizes long ones, since $C\to W''>0$ as $k\to0$. Stress acts in between. Above $h_c$, the zeros of \eqref{eq:square} with $W''(h)=(a^2/4\gamma)\,e^{-(h-h_c)/\delta}$ and $a^2/(4\gamma)=\gamma k_c^2$ bound the unstable band:
\begin{equation}
k_\pm=k_c\left[1\pm\sqrt{1-e^{-(h-h_c)/\delta}}\,\right].
\label{eq:band}
\end{equation}
Far above $h_c$ it widens to $0<k<a/\gamma$, the band of a stressed solid without wetting.

\subsection{The elastic coefficient}

In the flat film $\sigma_{xx}=\sigma_{yy}=s_0$ and $\sigma_{zz}=0$. Hooke's law $m=(1-\nu)s_0/Y$ gives $s_0=Ym/(1-\nu)$. Let $z=0$ be the flat surface, with the solid below, and let $s_{ij}$ be the stress added by the ripple. The surface normal is proportional to $(-\eta',0,1)$, so zero traction means
\begin{equation}
-(s_0+s_{xx})\eta'+s_{xz}=0,\qquad -s_{xz}\eta'+s_{zz}=0 .
\end{equation}
To first order, $s_{xz}=s_0\eta'=-s_0\varepsilon k\sin kx$ and $s_{zz}=0$ at $z=0$.

Force balance is satisfied by an Airy function $\phi$ with $s_{xx}=\partial_z^2\phi$, $s_{zz}=\partial_x^2\phi$ and $s_{xz}=-\partial_x\partial_z\phi$. Take $\phi=Bz\,e^{kz}\cos kx$. It decays into the solid, and $\nabla^2\phi=2kB\,e^{kz}\cos kx$ is harmonic, as strain compatibility demands. At $z=0$ it gives
\begin{equation}
s_{zz}=0,\qquad s_{xz}=kB\sin kx,\qquad s_{xx}=2kB\cos kx ,
\end{equation}
so $B=-s_0\varepsilon$. At a crest $s_{xx}$ is opposite to $s_0$: crests relax, and stress concentrates in the troughs.

The ripple causes no strain along $y$, so $s_{yy}=\nu(s_{xx}+s_{zz})$. At the surface the added strain is then $\partial_xu_x=(1-\nu^2)s_{xx}/Y$. Integrating over $x$,
\begin{equation}
u_x=\frac{2(1-\nu^2)}{Y}B\sin kx=\frac{2(1-\nu^2)s_0}{Yk}\,\eta'.
\label{eq:u}
\end{equation}

For the energy, let $\sigma^0$ and $e^0$ be the stress and elastic strain of the flat state, both zero in the substrate. The total energy is
\begin{equation}
U=\tfrac12\int(\sigma^0+s):(e^0+\nabla u)\,dV .
\end{equation}
The part with $\nabla u$ vanishes on integration by parts: the total stress is in balance, the surface is free of traction, the periodic sides cancel and the field decays with depth. In the remainder, $\frac12\int\sigma^0:e^0\,dV$ is unchanged because the film volume is unchanged. In the film the same elastic constants link $s$ to $\nabla u$ and $\sigma^0$ to $e^0$, so $s:e^0=\sigma^0:\nabla u$; in the substrate both sides vanish. With $u_y=0$ and $\sigma^0_{zz}=0$ this is $s_0\,\partial_xu_x$ in the film. The divergence theorem turns its integral into a surface term with $n_x\,dS=-\eta'\,dx$ per unit length in $y$. The flat interface has $n_x=0$ and gives nothing. Per unit area, using \eqref{eq:u},
\begin{equation}
\Delta U=-\frac{s_0}{2}\langle u_x\eta'\rangle
=-\frac{(1-\nu^2)s_0^2}{Yk}\,\frac{k^2\varepsilon^2}{2}
=-\frac{(1-\nu^2)s_0^2}{2Y}\,k\varepsilon^2 .
\end{equation}
Equating this to $-ak\varepsilon^2/4$,
\begin{equation}
a=\frac{2(1-\nu^2)s_0^2}{Y}=\frac{2Ym^2(1+\nu)}{1-\nu}.
\label{eq:a}
\end{equation}
The sign of the misfit drops out, and so does $h$. The latter depends on equal elastic constants: the added stress reaches a depth of order $1/k$, so for $kh\lesssim1$ a substrate of different stiffness would make $a$ depend on $kh$.

\subsection{Numbers}

Equation \eqref{eq:a} gives
\begin{equation}
a=\frac{2(0.80)(0.040)^2(1.25)}{0.75}=0.004267\ \text{eV/\AA}^3 .
\end{equation}
Then $a^2/(4\gamma)=5.69\times10^{-5}$ eV/\AA$^4$, while $\Delta/\delta^2=5.00\times10^{-3}$ eV/\AA$^4$. Their ratio is 87.9, and
\begin{equation}
h_c=2.0\,\ln 87.9=8.95\ \text{\AA}\quad(16.9\ \text{bohr}).
\end{equation}
The tempting formula adds $2.0\ln(4/3)=0.58$ \AA. The critical wave number is $k_c=0.004267/0.160=0.0267$ \AA$^{-1}$, a wavelength of 236 \AA\ (445 bohr). Here $k_ch_c\approx0.24$, so the ripple's stress field extends well into the substrate and the value of $h_c$ rests on the equal elastic constants. With the same $\nu$, a substrate 27\% stiffer than the film raises the threshold to about 9.4 \AA, and one half as stiff lowers it to about 7.8 \AA.

As a test, the elastic problem was solved with zero traction imposed on the wavy surface itself, and the energy was integrated over film and substrate. Three combinations of $k$ and $h$ all returned $a=0.004267$ eV/\AA$^3$. Minimizing the integrated total energy over $k$ and searching in $h$ gave a threshold of 8.952 \AA, in agreement with \eqref{eq:hc}. At $h=h_c+\delta$ the band edges came out at 0.0055 and 0.0479 \AA$^{-1}$, as \eqref{eq:band} predicts. The values are listed in the numerical output.

Since $a\propto m^2$, the argument of the logarithm varies as $m^{-4}$. Halving the misfit therefore adds $4\delta\ln2=5.55$ \AA, which takes $h_c$ to 14.50 \AA. In the other direction, $h_c$ reaches zero at $m=0.040\,(87.9)^{1/4}=0.122$. That value marks where the formula ends and is no prediction for a material: a strain of 12\% is outside linear elasticity, and a vanishing thickness is outside a continuum description. Even at $m=0.040$ the number belongs to the model: 9 \AA\ is only a few atomic layers, and the Matthews--Blakeslee thickness for $60^\circ$ misfit dislocations is of the same size, about 8 to 13 \AA\ for Burgers vectors of 2.5 to 4 \AA, so a real film may relax plastically near the same thickness.

\section{Two limits of the result}

\subsection{Wetting energy per true area}

If $W$ is counted per unit of actual surface area, the energy is $\langle(\gamma+W)\sqrt{1+\eta'^2}\rangle$. To second order this replaces $\gamma$ by $\gamma+W(h)$ in the gradient term. The threshold becomes $W/\delta^2=a^2/[4(\gamma+W)]$, or $W^2+\gamma W-a^2\delta^2/4=0$, with the positive root
\begin{equation}
W_*=\tfrac12\left[\sqrt{\gamma^2+a^2\delta^2}-\gamma\right],\qquad h_*=\delta\ln\frac{\Delta}{W_*}.
\end{equation}
The quadratic equation gives $a^2\delta^2/(4\gamma)=W_*(1+W_*/\gamma)$, so
\begin{equation}
h_*-h_c=\delta\ln\left(1+\frac{W_*}{\gamma}\right)\simeq\delta\,(k_c\delta)^2 .
\end{equation}
With $k_c\delta=0.053$ the shift is 0.006 \AA. The convention is immaterial while the ripple is much longer than $\delta$.

\subsection{Finite amplitude}

Equation \eqref{eq:hc} is a limit of linear stability. It need not be the thickness at which islands first lower the energy. Superpose three ripples of equal amplitude $\varepsilon$ and wave number $k_c$, with wave vectors obeying $\mathbf k_1+\mathbf k_2=\mathbf k_3$. The mean cube of the sum of cosines is $6\langle c_1c_2c_3\rangle=6\cdot\frac14=\frac32$. With $W'''=-W''/\delta$, the energy just below $h_c$ is
\begin{equation}
F_3\simeq W''(h)\left[\frac34\left(1-e^{-(h_c-h)/\delta}\right)\varepsilon^2-\frac{\varepsilon^3}{4\delta}\right].
\end{equation}
As $h\to h_c$ the positive term vanishes and the cubic term does not, so a small finite amplitude already lowers the energy. At $h=h_c-0.10$ \AA, with the full exponential $W$, the pattern costs $3.3\times10^{-8}$ eV/\AA$^2$ at $\varepsilon=0.2$ \AA\ but gains $2.3\times10^{-6}$ eV/\AA$^2$ at $\varepsilon=1.0$ \AA. Within this approximation the flat film is metastable there.

The surface energy is even in the slope and has no cubic term. The cubic elastic term has been neglected. By dimensions it is a factor that depends only on $\nu$, times $ak_c^2\varepsilon^3$. Relative to the wetting term it is that factor times $8k_c\delta$, up to sign. The argument thus holds for sufficiently small $k_c\delta$. Here $8k_c\delta\approx0.43$. Solving the three-dimensional elastic problem below the pattern gives a factor of $-0.375$, $-0.094$ and $+0.131$ for $\nu=0$, 0.25 and 0.45. For the model values the cubic elastic term is therefore about 4\% of the wetting term and has the same sign. With the full elastic and surface energies the cost at $\varepsilon=0.2$ \AA\ becomes $3.1\times10^{-8}$ eV/\AA$^2$ and the gain at $\varepsilon=1.0$ \AA\ becomes $2.5\times10^{-6}$ eV/\AA$^2$, so the metastability remains.

\section*{Table of computed values}
\begin{verbatim}
Young modulus: 0.80 eV/angstrom^3
Poisson ratio: 0.25 (no unit)
misfit strain: 0.040 (no unit)
surface energy gamma: 0.080 eV/angstrom^2
wetting strength Delta: 0.020 eV/angstrom^2
wetting decay length delta: 2.00 angstrom
film stress s0: 0.04267 eV/angstrom^3
a, formula: 0.004267 eV/angstrom^3
a, integrated (k=0.01, h=5): 0.004267 eV/angstrom^3
a, integrated (k=0.03, h=9): 0.004267 eV/angstrom^3
a, integrated (k=0.08, h=20): 0.004267 eV/angstrom^3
a^2/(4 gamma): 5.6889e-05 eV/angstrom^4
Delta/delta^2: 5.0000e-03 eV/angstrom^4
argument of logarithm: 87.891 (no unit)
h_c, formula: 8.9522 angstrom
h_c, integrated energy: 8.9523 angstrom
h_c, converted: 16.917 bohr
k_c, formula: 0.02667 1/angstrom
k_c, integrated energy: 0.02667 1/angstrom
critical wavelength: 235.62 angstrom
critical wavelength, converted: 445.3 bohr
thickness for band: 10.9522 angstrom
band edges, formula: 0.00547, 0.04787 1/angstrom
band edges, integrated: 0.00547, 0.04787 1/angstrom
h_c at half misfit, integrated: 14.4974 angstrom
4 delta ln 2: 5.5452 angstrom
misfit where h_c = 0: 0.1225 (no unit)
k_c delta: 0.05333 (no unit)
h_c, true-area wetting, formula: 8.9579 angstrom
h_c, true-area wetting, integrated: 8.9579 angstrom
shift by true-area convention: 0.0057 angstrom
thickness for three ripples: 8.8522 angstrom
three-ripple energy, amplitude 0.2 angstrom: 3.309e-08 eV/angstrom^2
three-ripple energy, amplitude 1.0 angstrom: -2.344e-06 eV/angstrom^2
\end{verbatim}
